# Two Domain Walls Closing an Unreversed Gap in a Ferroelectric Film: verification in Python

```python
# Result under test: two straight domain walls that enter an unreversed strip
# of width L from both sides, each at speed v, complete the reversal at
# T = L/(2 v). With speeds v1, v2 and starting times d1, d2 the result is
# T = (L + v1 d1 + v2 d2)/(v1 + v2), if each wall starts before the other
# one has crossed the whole strip.
# Lengths are in nm and times in ns, so that speeds in nm/ns equal m/s.
# Finite wall thickness is tested with the relaxation equation
#   tau dp/dt = (w^2/2) d2p/dx2 + p - p^3 + e,
# p = polarization / zero-field value, w = wall half-width,
# tau = relaxation time, e = reduced field.
import numpy as np
from scipy.constants import epsilon_0

gap = 200.0            # nm
speed = 10.0           # nm/ns = m/s


def completion_formula(L, v1, v2, d1=0.0, d2=0.0):
    return (L + v1 * d1 + v2 * d2) / (v1 + v2)


def completion_by_first_arrival(L, v1, v2, d1=0.0, d2=0.0):
    """Latest of the first arrival times over all points of the strip."""
    x = np.linspace(0.0, L, 200001)
    first = np.minimum(d1 + x / v1, d2 + (L - x) / v2)
    last = np.argmax(first)
    return first[last], x[last]


# --- kinematics: definition against formula ---
for case in [(200, 10, 10, 0, 0), (200, 10, 10, 0, 2), (200, 4, 13, 0, 0),
             (350, 7, 21, 3, 1), (120, 15, 6, 0, 5)]:
    t_scan, x_scan = completion_by_first_arrival(*case)
    t_form = completion_formula(*case)
    assert abs(t_scan - t_form) < 1e-3, case
    assert abs(x_scan - case[1] * (t_form - case[3])) < 1e-2, case

T_main = completion_formula(gap, speed, speed)
T_scan, x_meet = completion_by_first_arrival(gap, speed, speed)
T_single = gap / speed
delay = 2.0
T_delay, x_delay = completion_by_first_arrival(gap, speed, speed, 0.0, delay)
long_delay = 25.0
T_long, _ = completion_by_first_arrival(gap, speed, speed, 0.0, long_delay)
assert abs(T_main - 10.0) < 1e-12
assert abs(T_long - T_single) < 1e-9   # the late wall contributes nothing

# --- film parameters (rough typical values, SI) ---
P0 = 0.70              # C/m^2
chi = 100.0            # relative susceptibility along the polarization
field = 5.0e7          # V/m
wall = 1.0             # nm, half-width w
landau_a = 1.0 / (2.0 * epsilon_0 * chi)
e = field / (landau_a * P0)
roots = np.roots([-1.0, 0.0, 1.0, e])
assert np.max(np.abs(np.imag(roots))) < 1e-12   # field below switching limit
p1, p2, p3 = np.sort(np.real(roots))
tau = 3.0 * abs(p2) * wall / (2.0 * speed)      # ns, from the front speed


def solve_closing_walls(dx):
    """Times at which the right wall (p = 0) passes chosen distances from
    the strip centre; the left wall is its mirror image."""
    half = gap / 2.0
    x = dx * np.arange(int(round((half + 15.0) / dx)) + 1)
    mean, amp = (p1 + p3) / 2.0, (p3 - p1) / 2.0
    centre = half + wall / amp * np.arctanh(mean / amp)   # p = 0 at x = half
    p = mean + amp * np.tanh(amp * (x - centre) / wall)
    step = 0.8 * (dx / wall) ** 2                # in units of tau
    ratio = step * 0.5 * (wall / dx) ** 2
    lap = np.empty_like(p)
    stations = [80.0, 20.0, 10.0, 0.0]
    times = {}
    max_steps = int(2.0 * T_main / (tau * step))
    waiting = 0
    target = int(round(stations[0] / dx))
    for n in range(1, max_steps + 1):
        lap[1:-1] = p[2:] - 2.0 * p[1:-1] + p[:-2]
        lap[0] = 2.0 * (p[1] - p[0])
        lap[-1] = 2.0 * (p[-2] - p[-1])
        p += ratio * lap + step * (p - p * p * p + e)
        if p[target] > 0.0:
            times[stations[waiting]] = n * step * tau
            waiting += 1
            if waiting == len(stations):
                break
            target = int(round(stations[waiting] / dx))
    assert len(times) == len(stations), "walls did not meet"
    return times


coarse = solve_closing_walls(0.2)
fine = solve_closing_walls(0.1)
speed_sim = 60.0 / (fine[20.0] - fine[80.0])
T_sim = fine[0.0]
grid_change = abs(coarse[0.0] - fine[0.0])
lead = T_main - T_sim
# The grid error of the speed is of order 0.1 (dx/w)^2, about 0.1 percent.
assert abs(speed_sim / speed - 1.0) < 5e-3
assert grid_change < 0.08
# Constant speed holds until 10 nm from the centre; the gain comes later.
assert abs(fine[10.0] - 90.0 / speed) < 0.03
assert grid_change < lead < 3.0 * wall / speed

# --- size of neglected effects in a real film ---
activation = 2.0e8     # V/m
thickness = 100e-9     # m
area = 10e-12          # m^2
resistance = 50.0      # ohm
heat_capacity = 3.0e6  # J/(m^3 K)
temperature = 300.0    # K


def activated_time(new_field, new_temperature=temperature):
    exponent = activation * temperature / new_temperature / new_field
    return T_main * np.exp(exponent - activation / field)


T_low_field = activated_time(0.9 * field)
voltage = field * thickness
current = 2.0 * P0 * area / (T_main * 1e-9)
drop = current * resistance
T_drop = activated_time(field * (1.0 - drop / voltage))
heating = 2.0 * P0 * field / heat_capacity
T_hot = activated_time(field, temperature + heating)
assert abs(T_low_field - T_main) > 10.0 * lead   # field error outweighs width

print(f"gap width: {gap:.0f} nm")
print(f"speed of each wall: {speed:.0f} m/s")
print(f"closing speed: {2 * speed:.0f} m/s")
print(f"completion time, formula: {T_main:.3f} ns = {T_main * 1e-9:.2e} s")
print(f"completion time, first-arrival scan: {T_scan:.3f} ns")
print(f"meeting point from left edge: {x_meet:.1f} nm")
print(f"time with one wall only: {T_single:.1f} ns")
print(f"delay of right wall: {delay:.1f} ns")
print(f"completion time with this delay: {T_delay:.2f} ns")
print(f"meeting point with this delay: {x_delay:.1f} nm")
print(f"long delay of right wall: {long_delay:.0f} ns")
print(f"completion time with long delay: {T_long:.1f} ns")
print(f"polarization P0: {P0 * 100:.0f} uC/cm2")
print(f"relative susceptibility: {chi:.0f} (no unit)")
print(f"applied field: {field / 1e8:.2f} MV/cm")
print(f"wall half-width w: {wall:.1f} nm")
print(f"reduced field e: {e:.4f} (no unit)")
print(f"stationary states p1, p2, p3: {p1:.4f}, {p2:.4f}, {p3:.4f} (no unit)")
print(f"relaxation time tau: {tau * 1000:.2f} ps")
print(f"simulated wall speed, 80 to 20 nm from centre: {speed_sim:.3f} m/s")
print(f"simulated time to 10 nm from centre: {fine[10.0]:.3f} ns")
print(f"simulated completion time: {T_sim:.3f} ns")
print(f"time gained by wall attraction: {lead:.3f} ns")
print(f"change of simulated time between grids: {grid_change:.3f} ns")
print(f"activation field: {activation / 1e8:.1f} MV/cm")
print(f"completion time, field 10 percent low: {T_low_field:.1f} ns")
print(f"film thickness: {thickness * 1e9:.0f} nm")
print(f"capacitor area: {area * 1e12:.0f} um2")
print(f"series resistance: {resistance:.0f} ohm")
print(f"applied voltage: {voltage:.2f} V")
print(f"mean switching current: {current * 1e3:.2f} mA")
print(f"voltage lost in resistance: {drop * 1e3:.0f} mV")
print(f"completion time with this loss: {T_drop:.2f} ns")
print(f"heat capacity per volume: {heat_capacity / 1e6:.1f} MJ/(m3 K)")
print(f"starting temperature: {temperature:.0f} K")
print(f"upper bound of heating: {heating:.1f} K")
print(f"completion time if hot from the start: {T_hot:.1f} ns")
print("finished without a failed check")
```

It prints:

```
gap width: 200 nm
speed of each wall: 10 m/s
closing speed: 20 m/s
completion time, formula: 10.000 ns = 1.00e-08 s
completion time, first-arrival scan: 10.000 ns
meeting point from left edge: 100.0 nm
time with one wall only: 20.0 ns
delay of right wall: 2.0 ns
completion time with this delay: 11.00 ns
meeting point with this delay: 110.0 nm
long delay of right wall: 25 ns
completion time with long delay: 20.0 ns
polarization P0: 70 uC/cm2
relative susceptibility: 100 (no unit)
applied field: 0.50 MV/cm
wall half-width w: 1.0 nm
reduced field e: 0.1265 (no unit)
stationary states p1, p2, p3: -0.9295, -0.1286, 1.0581 (no unit)
relaxation time tau: 19.29 ps
simulated wall speed, 80 to 20 nm from centre: 9.989 m/s
simulated time to 10 nm from centre: 9.010 ns
simulated completion time: 9.916 ns
time gained by wall attraction: 0.084 ns
change of simulated time between grids: 0.034 ns
activation field: 2.0 MV/cm
completion time, field 10 percent low: 15.6 ns
film thickness: 100 nm
capacitor area: 10 um2
series resistance: 50 ohm
applied voltage: 5.00 V
mean switching current: 1.40 mA
voltage lost in resistance: 70 mV
completion time with this loss: 10.58 ns
heat capacity per volume: 3.0 MJ/(m3 K)
starting temperature: 300 K
upper bound of heating: 23.3 K
completion time if hot from the start: 7.5 ns
finished without a failed check
```
